# Cohen–Fano modulation in two-centre photoionisation and its relation to partial-wave zeros

## Two-centre emission and its partial waves

One electron is bound to two equal, fixed centres a distance $R$ apart and is ejected by a photon with momentum $k$. If the bound orbital is an even sum of two $1s$ functions, the outgoing electron is a plane wave and the molecules are randomly oriented, the cross-section is

$$\sigma(k)=\frac{\sigma_1(k)}{1+S}\left[1+\frac{\sin kR}{kR}\right], \tag{1}$$

where $S$ is the overlap of the two functions and $\sigma_1$ is the cross-section computed for one of them alone with the same $k$ and the same photon energy. The bracket is the Cohen–Fano modulation.

Its minima are not, in general, zeros of partial waves. Counted from the midpoint of the molecule, the waves of odd $l$ do have zeros, at $j_l'(kR/2)=0$ for light polarised along the axis and at $j_l(kR/2)=0$ for light polarised across it. The first minimum of the bracket lies near the first of these zeros without coinciding with it, and at large $kR$ the minima and the zeros of a given wave follow different sequences.

### The cross-section as a golden-rule integral

Hartree atomic units are used, so the speed of light is $c=1/\alpha$, with $\alpha$ the fine-structure constant. The centres lie at $\pm\mathbf R/2$, and

$$\psi=N\left[\varphi(\mathbf r-\tfrac12\mathbf R)+\varphi(\mathbf r+\tfrac12\mathbf R)\right],\quad \varphi=\sqrt{a^3/\pi}\,e^{-ar},\quad N^2=\frac{1}{2(1+S)}. \tag{2}$$

The final state is $(2\pi)^{-3/2}e^{i\mathbf k\cdot\mathbf r}$. The photon energy is $\omega=k^2/2+I$, with $I$ the ionisation energy.

In the dipole approximation a vector potential $A_0\boldsymbol\epsilon\cos\omega t$ couples through $\mathbf A\cdot\mathbf p/c$, and its absorbing half has strength $A_0/2c$. Since $\int k'^2dk'\,\delta(k'^2/2-k^2/2)=k$, the transition rate is $2\pi(A_0^2/4c^2)\,k\int d\Omega\,|\langle\mathbf k|\boldsymbol\epsilon\cdot\mathbf p|\psi\rangle|^2$. Division by the photon flux $\omega A_0^2/8\pi c$ gives

$$\sigma_\epsilon=\frac{4\pi^2\alpha k}{\omega}\int d\Omega\,|\langle\mathbf k|\boldsymbol\epsilon\cdot\mathbf p|\psi\rangle|^2 . \tag{3}$$

### Two emitters

The operator $\mathbf p$ is Hermitian and can act on the plane wave, where it gives $\mathbf k$. What remains is the Fourier transform of $\psi$. Shifting a function by $\pm\mathbf R/2$ multiplies its transform $\tilde\varphi(k)$ by $e^{\mp i\mathbf k\cdot\mathbf R/2}$, so

$$\langle\mathbf k|\boldsymbol\epsilon\cdot\mathbf p|\psi\rangle=(\boldsymbol\epsilon\cdot\mathbf k)\,\tilde\varphi(k)\,2N\cos(\tfrac12\mathbf k\cdot\mathbf R). \tag{4}$$

With $2\cos^2(u/2)=1+\cos u$ and $N^2$ from (2),

$$|\langle\mathbf k|\boldsymbol\epsilon\cdot\mathbf p|\psi\rangle|^2=(\boldsymbol\epsilon\cdot\mathbf k)^2\,\tilde\varphi^2\,\frac{1+\cos\mathbf k\cdot\mathbf R}{1+S}. \tag{5}$$

Now hold $\mathbf k$ and $\boldsymbol\epsilon$ fixed and average over the direction of $\mathbf R$. The cosine becomes

$$\frac12\int_{-1}^{1}\cos(kR\mu)\,d\mu=\frac{\sin kR}{kR}=j_0(kR). \tag{6}$$

This no longer depends on the direction of $\mathbf k$, so it leaves the integral in (3), and (1) follows. The remaining factor is the one-centre cross-section. The transform is

$$\tilde\varphi=\frac{1}{(2\pi)^{3/2}}\sqrt{\frac{a^3}{\pi}}\;\frac{4\pi}{k}\int_0^\infty r\sin(kr)e^{-ar}dr=\frac{\sqrt{8a^5}}{\pi(k^2+a^2)^2},$$

because the radial integral equals $2ak/(k^2+a^2)^2$. With $\int d\Omega(\boldsymbol\epsilon\cdot\mathbf k)^2=4\pi k^2/3$,

$$\sigma_1=\frac{128\pi}{3}\,\frac{\alpha a^5k^3}{\omega(k^2+a^2)^4}. \tag{7}$$

The overlap follows in spheroidal coordinates $\xi=(r_a+r_b)/R$, $\eta=(r_a-r_b)/R$, where $r_a,r_b$ are the distances to the centres and the volume element is $(R/2)^3(\xi^2-\eta^2)\,d\xi\,d\eta\,d\phi$:

$$S=\frac{(aR)^3}{4}\int_1^\infty\!\left(2\xi^2-\tfrac23\right)e^{-aR\xi}d\xi=e^{-aR}\left[1+aR+\tfrac13(aR)^2\right]. \tag{8}$$

For $kR\to0$ the bracket in (1) tends to 2, since the two emitters are in phase in every direction. For $kR\to\infty$ the interference averages out. If $S$ is also negligible, $\sigma\to\sigma_1$: the electron is on each centre with probability one half, and the two halves add. An odd orbital, with a minus sign in (2), has a sine in place of the cosine in (4), and the modulation becomes $[1-j_0(kR)]/(1-S)$.

### Minima of the averaged modulation

Write $x=kR$. Since $j_0'=(x\cos x-\sin x)/x^2=-j_1$, the extrema obey

$$\tan x=x,\qquad\text{equivalently}\qquad j_1(x)=0. \tag{9}$$

At the minima $\cos x<0$. For large $x$ the tangent must be large, so they approach $x=(2n-\tfrac12)\pi$. This is not the condition for cancellation along the axis, which by (4) first occurs at $x=\pi$. For $x>\pi$ that node moves to the angle with $\mu=\pi/x$, where $\mu$ is the cosine of the angle between $\mathbf k$ and $\mathbf R$. A node at one angle does not remove the angle-integrated signal.

### Fixed axis

For polarisation along $\mathbf R$, $\boldsymbol\epsilon\cdot\mathbf k=k\mu$. For polarisation across it, $\boldsymbol\epsilon\cdot\mathbf k=k\sqrt{1-\mu^2}\cos\phi$, and $\cos^2\phi$ averages to $\tfrac12$. Let $F$ be the cross-section in units of $\sigma_1/(1+S)$. Then (5) gives

$$F_\parallel=\tfrac32\int_{-1}^1\mu^2(1+\cos x\mu)\,d\mu,\qquad F_\perp=\tfrac34\int_{-1}^1(1-\mu^2)(1+\cos x\mu)\,d\mu. \tag{10}$$

Differentiating (6) twice gives $\tfrac12\int\mu^2\cos(x\mu)\,d\mu=-j_0''$, and Bessel's equation for $l=0$ gives $j_0''=-j_0-2j_0'/x=-j_0+2j_1/x$. Hence

$$F_\parallel=1+3j_0(x)-\frac{6j_1(x)}{x},\qquad F_\perp=1+\frac{3j_1(x)}{x}. \tag{11}$$

For polarisation at angle $\beta$ to the axis the cross term is odd in $\cos\phi$ and integrates to zero, which leaves $F=F_\parallel\cos^2\beta+F_\perp\sin^2\beta$. The random average $(F_\parallel+2F_\perp)/3$ is $1+j_0$, as it must be.

Equations (9) and (11) show where the modulation depth comes from. At each extremum of the average $j_1=0$, so $F_\perp=1$ and $F_\parallel=1+3j_0$. There the whole departure from 1 comes from the parallel component.

### Partial waves

Let $z=kR/2$. For parallel light the angular amplitude is $\mu\cos(z\mu)=\sum_lA_lP_l(\mu)$. The plane-wave expansion gives $\int_{-1}^1P_le^{iz\mu}d\mu=2i^lj_l(z)$, and its derivative with respect to $z$ is

$$\int_{-1}^1\mu P_l(\mu)e^{iz\mu}d\mu=2i^{l-1}j_l'(z). \tag{12}$$

For odd $l$ the product $\mu P_l$ is even, so the cosine part is the whole integral. For even $l$ the cosine part vanishes. Thus $A_l=(2l+1)i^{l-1}j_l'(z)$ with $l$ odd. Since $1+\cos x\mu=2\cos^2z\mu$ and $\int P_l^2d\mu=2/(2l+1)$,

$$F_\parallel=3\int_{-1}^1\mu^2\cos^2(z\mu)\,d\mu=6\sum_{l\,\rm odd}(2l+1)\,[j_l'(z)]^2. \tag{13}$$

For perpendicular light, expand $\sqrt{1-\mu^2}\cos(z\mu)=\sum_lB_l\sqrt{1-\mu^2}\,P_l'(\mu)$. Legendre's equation, $[(1-\mu^2)P_l']'=-l(l+1)P_l$, and an integration by parts, whose boundary term vanishes, give

$$\int_{-1}^1(1-\mu^2)P_l'e^{iz\mu}d\mu=\frac{l(l+1)}{iz}\int_{-1}^1P_le^{iz\mu}d\mu=2l(l+1)\,i^{l-1}\frac{j_l(z)}{z}. \tag{14}$$

The same two steps give the norm $\int(1-\mu^2)P_l'^2d\mu=2l(l+1)/(2l+1)$. So $B_l=(2l+1)i^{l-1}j_l(z)/z$, again with $l$ odd, and

$$F_\perp=\tfrac32\int_{-1}^1(1-\mu^2)\cos^2(z\mu)\,d\mu=3\sum_{l\,\rm odd}(2l+1)\,l(l+1)\left[\frac{j_l(z)}{z}\right]^2. \tag{15}$$

These amplitudes have a direct meaning. A spherical orbital centred at $\mathbf R/2$, integrated against $e^{i\mathbf k\cdot\mathbf r}$, returns the value of that wave at $\mathbf R/2$ times a factor depending on $k$ alone. The same holds for any superposition of plane waves with equal $k$, such as $j_l(kr)Y_{lm}$. With $\mathbf p$ acting on the final wave, each centre therefore samples the gradient of the wave at its own position. The gradient along the axis is proportional to $j_l'(kR/2)$ and the gradient across it to $j_l(kR/2)/(kR/2)$. A $\sigma$ wave drops out when its radial function has an extremum at the centres, and a $\pi$ wave when its radial function has a node there.

### No zero survives the orientation average

From (13) and (15), wave $l$ contributes to $(F_\parallel+2F_\perp)/3$ the amount

$$G_l=2(2l+1)\left\{[j_l']^2+l(l+1)\frac{j_l^2}{z^2}\right\}. \tag{16}$$

Insert $(2l+1)j_l'=l\,j_{l-1}-(l+1)j_{l+1}$ and $(2l+1)j_l/z=j_{l-1}+j_{l+1}$. The cross terms $\mp2l(l+1)j_{l-1}j_{l+1}$ cancel, and the squares collect to

$$G_l=2\left[l\,j_{l-1}^2(z)+(l+1)\,j_{l+1}^2(z)\right]. \tag{17}$$

By (16), $G_l=0$ at some $z>0$ would require $j_l=j_l'=0$ there. A solution of a second-order linear equation with that property vanishes identically, so $G_l>0$ for every $z>0$. Positive does not mean large. For odd $l$ and large $z$, $j_{l-1}$ and $j_{l+1}$ both behave as $\pm\sin z/z$ and nearly vanish together, so $G_l$ has deep dips near $kR=2n\pi$. For example, $G_1$ falls to about 0.01 near $kR=11.9$ and 0.002 near $kR=18.4$.

In the sum over odd $l$, an even order $L$ receives weight $L+1$ from $l=L+1$ and weight $L$ from $l=L-1$. The total is $2\sum_{L\,\rm even}(2L+1)j_L^2(z)$. By the expansion of $\cos(z\mu)$ in Legendre polynomials this equals $\int_{-1}^1\cos^2(z\mu)\,d\mu=1+j_0(2z)$, so the partial waves rebuild (1).

### Minima against zeros

The values of $kR$ below come from numerical minimisation of $1+j_0$ and $F_\parallel$, and from numerical root-finding for $j_1'(kR/2)=0$.

| $n$ | averaged minimum | parallel minimum | $p\sigma$ zero |
|---|---|---|---|
| 1 | 4.493 | 3.870 | 4.163 |
| 2 | 10.904 | 10.713 | 11.881 |
| 3 | 17.221 | 17.103 | 18.412 |

The first row shows a real connection. At the $p\sigma$ zero $F_\parallel=0.276$, of which $l=3$ supplies 0.272. The strong dip in parallel emission is the loss of the $p$ wave, and the $f$ wave sets its floor. The $l=1$ term is a square and has zero slope at its own zero, while the $l=3$ term is growing there, so the minimum of $F_\parallel$ is pushed to smaller $kR$. Averaging pushes it the other way: $F_\perp'=-3j_2(x)/x$ is negative up to $x=5.76$, so the average is still falling where $F_\parallel$ has its minimum.

At the averaged minimum, $kR=4.493$, the contributions are:

| $l$ | parallel | perpendicular | averaged |
|---|---|---|---|
| 1 | 0.026 | 0.669 | 0.455 |
| 3 | 0.316 | 0.327 | 0.324 |
| 5 | 0.006 | 0.004 | 0.005 |

The $p$ wave is almost absent from parallel emission, yet it is the largest term in the average because its $\pi$ component is still far from its first zero, at $kR=8.99$.

The connection does not extend to the later minima. For fixed odd $l$ and large $z$, $j_l'(z)\approx\cos(z-l\pi/2)/z=\pm\sin z/z$, so the $\sigma$ zeros tend to $kR=2n\pi$, a distance $\pi/2$ above the minima at $(2n-\tfrac12)\pi$. For $n=40$ the minimum lies at $79.50\pi$ and the $p\sigma$ zero at $79.99\pi$. Likewise $j_l(z)\approx\sin(z-l\pi/2)/z=\pm\cos z/z$, so the $\pi$ zeros tend to $kR=(2n-1)\pi$, a distance $\pi/2$ below the minima. The second averaged minimum is 0.98 away from the nearest zero of any wave of odd $l\le11$. The third lies 0.05 from a zero, but of the $l=3$ $\sigma$ wave, at 17.168. Perpendicular light gives a clear counterexample: $F_\perp$ has its first minimum, 0.914, at $kR=5.76$, whereas the first zero of a $\pi$ wave is at $kR=8.99$.

### A worked example

Take a model ion with $R=2$ bohr, $a=1.2$ bohr$^{-1}$ and $I=1.1$ hartree. Equation (8) gives $S=e^{-2.4}(1+2.4+1.92)=0.4826$. The first minimum of the bracket is at $k=4.4934/2=2.247$ bohr$^{-1}$, which means an electron energy of $k^2/2=2.524$ hartree (68.7 eV) and a photon energy of 3.624 hartree (98.6 eV). There (7) gives $\sigma_1=4.30\times10^{-3}$ bohr$^2$, and

$$\sigma=4.30\times10^{-3}\times\frac{0.7828}{1.4826}=2.27\times10^{-3}\ \text{bohr}^2 .$$

The fixed-axis values are $1.01\times10^{-3}$ bohr$^2$ (parallel) and $2.90\times10^{-3}$ bohr$^2$ (perpendicular), and $(1.01+2\times2.90)/3=2.27$.

The measured quantity $\sigma$ has no minimum here. From (1) and (7),

$$\frac{d\ln\sigma}{d\ln k}=3-\frac{8k^2}{k^2+a^2}-\frac{k^2}{\omega}+\frac{\cos x-j_0(x)}{1+j_0(x)} . \tag{18}$$

The first three terms decrease with $k$. They sum to $-0.9$ at $k=1$ bohr$^{-1}$ and $-4.6$ at the first minimum. The last term is negative between $k=1$ bohr$^{-1}$ and that minimum. Beyond it, since $j_0\ge-0.217$, the last term cannot exceed $1.217/0.783\approx1.6$. So $\sigma$ falls throughout $k\ge1$ bohr$^{-1}$, and the modulation appears after division by $\sigma_1$.

### Where the model fails

The plane wave ignores the attraction of the residual ion. The size of this error can be seen for one centre of unit charge with $a=1$, where the final $p$ wave is a known Coulomb function. Numerical quadrature of the velocity-form radial integral gives a true cross-section that is 0.46 of the plane-wave value at $k=2.25$ bohr$^{-1}$, 0.61 at 5 and 0.76 at 10. For this one centre the plane wave thus overestimates the cross-section by a factor of about two at the momentum of the worked example. The example itself leaves two attracting centres, and its parameters are close to those of H$_2^+$ at $R=2$ bohr, which separates exactly in spheroidal coordinates when the nuclei are fixed. At $k=2.247$ bohr$^{-1}$ that exact solution gives $0.95\times10^{-3}$ (parallel), $0.90\times10^{-3}$ (perpendicular) and $0.92\times10^{-3}$ bohr$^2$ (averaged), against $1.01$, $2.90$ and $2.27\times10^{-3}$ bohr$^2$ in the model. The error thus depends strongly on the polarisation, and the suppression of parallel emission at this momentum is not present in the real ion. The exact ratio of parallel to perpendicular cross-section has no minimum for $0.8\le kR\le8$, whereas the model has one near $kR=3.8$. The exact average divided by (7) has its minimum near $kR=3.1$ instead of 4.49. At these momenta the model does not locate the features of H$_2^+$. An attractive field does change the gradients of the radial waves at the centres, so the zeros of $j_l'$ and $j_l$ should not be expected to stay in place.

The velocity form is also part of the model. For exact states of one Hamiltonian $\langle\mathbf p\rangle=i\omega\langle\mathbf r\rangle$, but a plane wave and (2) are not such states. With $\tilde\psi=2N\tilde\varphi\cos(\tfrac12\mathbf k\cdot\mathbf R)$ the transform of $\psi$, $\langle\mathbf k|\boldsymbol\epsilon\cdot\mathbf r|\psi\rangle=i\,\boldsymbol\epsilon\cdot\nabla_{\mathbf k}\tilde\psi$, so the length-form amplitude is $-\omega\,\boldsymbol\epsilon\cdot\nabla_{\mathbf k}\tilde\psi$. Apart from this overall minus sign, which does not affect the cross-section, it replaces (4) for parallel light by

$$2N\omega\tilde\varphi\left[-\frac{4k\mu}{k^2+a^2}\cos z\mu-\frac R2\sin z\mu\right]. \tag{19}$$

The sine term gives the two centres opposite weights $\pm R/2$ and, relative to the prefactor $k$ of the velocity amplitude, its size $\omega R/2k$ grows at large $k$. At the first averaged minimum of the example, the parallel cross-section from (19) is 32 times the velocity result. With these approximate states, (1) is a result of the velocity form.
